Why matched surface polaritons exchange more near-field heat, and how much

**Q.** I have two polar plates facing each other across a ten-nanometre vacuum gap. When their surface polaritons lie at the same frequency, much more heat crosses than when they do not. I am told that "both sides must absorb at the same frequency". Where does that come from?

**A.** It comes from following the heat from its source to its sink. Take half-spaces with local, nonmagnetic permittivities ε₁ (z < 0) and ε₂ (z > d), and a gap much smaller than c/ω. For polar plates I then treat the gap field as electrostatic. This can fail for good conductors, where s-polarized waves may carry most of the heat even across such a gap. Fields vary as exp(−iωt), and k is the in-plane wave number along x. A spectrum S is defined so that a mean square is ∫dω/2π S over all ω.

The source is thermal polarization noise in body 1. By the fluctuation-dissipation theorem it is uncorrelated between different points, and each Cartesian component has strength

(2Θ/ω) ε₀ Im ε₁, Θ = ħω/[exp(ħω/k_BT) − 1].

The zero-point part is omitted because it cancels in the net exchange. The formula is written for ω > 0, and the spectrum is even in ω. A polarized layer at depth s, in a medium ε₁ without a boundary, sends upward the potential

(kP_z − ikP_x) e^{−ks}/(2ε₀ε₁k) per unit thickness.

At the surface, continuity of potential and of normal displacement multiplies it by 2ε₁/(ε₁+1). The two polarization components are independent and give 2k² in the mean square, while the depth integral of e^{−2ks} gives 1/(2k). The surface potential f of body 1 alone therefore has the spectrum

S_f = [1/(ε₀²k²|ε₁+1|²)] · 2k² · (2Θ/ω)ε₀ Im ε₁ · 1/(2k)
  = (2Θ/ω) Im ε₁/(ε₀k|ε₁+1|²).

Define r = (ε−1)/(ε+1) = 1 − 2/(ε+1). Then Im r = 2 Im ε/|ε+1|², and

S_f = (2Θ/ω) Im r₁/(2ε₀k).

So the emission is set by Im r₁, the dissipative part of the surface response.

**Q.** And the receiving side?

**A.** Write the gap potential as a e^{−kz} + b e^{kz}. The boundary conditions at z = d give b = −r₂e^{−2kd}a. At z = 0 the upward wave is the source plus the reflected part, a = f − r₁b. Together,

a = f/(1 − r₁r₂e^{−2kd}).

The potential entering body 2 is t = 2a e^{−kd}/(ε₂+1). The mean of E·∂P/∂t gives an absorbed power density ωε₀ Im ε₂ S_E, with S_E = 2k²S_t e^{−2k(z−d)}. Integration over depth gives

ωε₀ Im ε₂ · k S_t = 2ωε₀k Im r₂ e^{−2kd} S_a.

Inserting S_a cancels ω, ε₀ and k and leaves 2Θ Im r₁ Im r₂ e^{−2kd}/|1 − r₁r₂e^{−2kd}|². Positive and negative frequencies contribute equally, so restricting the integral to ω > 0 doubles this. The reverse flow has the same factor with the other temperature. Summing over in-plane wave vectors gives ∫d²k/(2π)² = ∫k dk/2π, because nothing depends on their direction. The net flux per area is

q = ∫₀^∞ dω/2π (Θ₁ − Θ₂) ∫₀^∞ k dk/2π τ,

τ = 4 Im r₁ Im r₂ e^{−2kd}/|1 − r₁r₂e^{−2kd}|².

These bodies respond linearly and their properties do not change in time, so a field at one frequency is absorbed at that frequency. That is why the product is taken at one ω. A peak of Im r₁ that falls where Im r₂ is small means strong emission into a poor absorber.

**Q.** Why are these peaks Lorentzian?

**A.** Take one transverse resonance ω_T in each body, with no other polarizability:

ε = 1 + 2A/(ω_T² − ω² − iγω).

Call the denominator D. Then ε − 1 = 2A/D and ε + 1 = 2(D + A)/D, so

r = A/(D + A) = A/(Ω² − ω² − iγω), Ω² = ω_T² + A.

The surface responds as one damped oscillator at Ω. When γΩ ≪ A, Re ε is close to −1 there. If γ ≪ Ω and ω is near Ω, then Ω² − ω² ≈ 2Ω(Ω − ω) and γω ≈ γΩ, which gives

r ≈ −A/[2Ω(ω − z)], z = Ω − iγ/2,

Im r ≈ Aγ/(4Ω|ω − z|²).

This is a Lorentzian of full width γ. The mode amplitude decays at γ/2 and its energy at γ.

**Q.** Then I multiply two Lorentzians and integrate?

**A.** That is correct when the repeated reflections can be neglected. Putting both forms of r into τ and clearing fractions gives

τ = γ₁γ₂G²/|(ω−z₁)(ω−z₂) − G²|²,

G = G₀e^{−kd}, G₀² = A₁A₂/(4Ω₁Ω₂).

The −G² in the denominator comes from repeated reflection. Without it, and with unit-area Lorentzians L_j = (γ_j/2π)/|ω−z_j|²,

τ ≈ 4π²G² L₁L₂.

Let Δ = Ω₁ − Ω₂ and γ̄ = (γ₁+γ₂)/2. The Fourier transform of L_j is a phase at Ω_j times exp(−γ_j|t|/2), so Parseval's theorem gives the overlap

O = ∫L₁L₂ dω = (1/2π)∫ e^{−iΔt−γ̄|t|} dt = (γ̄/π)/(Δ² + γ̄²).

The rate for one wave number is then

R = ∫dω/2π τ = 2πG²O = 2G²γ̄/(Δ² + γ̄²).

This is the overlap statement in quantitative form. The overlap is itself a Lorentzian in the detuning, and it falls to half at |Δ| = γ̄.

**Q.** Can I trust it at perfect matching, which is the case I care about?

**A.** Not in general. Take Δ = 0 and equal losses γ. At ω = Ω the overlap form gives τ = 16G²/γ², which grows without limit as the coupling grows. The full expression gives

τ(Ω) = γ²G²/(γ²/4 + G²)².

Since γ²/4 + G² ≥ γG, this never exceeds 1. It reaches 1 at G = γ/2. For stronger coupling put δ = ω − Ω, so that

|(δ+iγ/2)² − G²|² = (δ² − γ²/4 − G²)² + γ²δ².

At δ² = G² − γ²/4 the right side is γ⁴/4 + γ²G² − γ⁴/4 = γ²G², so τ = 1 at two frequencies on either side of Ω. The two surface modes have hybridized. Further coupling moves these peaks apart without raising them.

**Q.** What replaces R, then?

**A.** The frequency integral can be done by following an energy pulse. Consider two coupled amplitudes,

da₁/dt = −iz₁a₁ − iGa₂,
da₂/dt = −iz₂a₂ − iGa₁,

with a₁ = 1 and a₂ = 0 at t = 0. Transforming with ∫₀^∞e^{iωt}dt gives

(ω−z₁)a₁ = i + Ga₂, (ω−z₂)a₂ = Ga₁,

and hence a₂(ω) = iG/[(ω−z₁)(ω−z₂) − G²]. By Parseval's theorem the wanted integral is

W = ∫dω/2π τ = γ₁γ₂N₂, N_j = ∫₀^∞|a_j|²dt.

Here the narrow resonances allow the frequency range to be extended to the whole real axis.

The equations of motion give

d|a₁|²/dt = −γ₁|a₁|² + 2G Im(a₁*a₂),
d|a₂|²/dt = −γ₂|a₂|² − 2G Im(a₁*a₂),
d(a₁*a₂)/dt = (iΔ − γ̄)a₁*a₂ + iG(|a₂|² − |a₁|²).

All amplitudes decay. Let S = ∫a₁*a₂dt and J = −2G Im S, the total energy passed from 1 to 2. Integrating the three lines over time, with a₁*a₂ zero at both ends, gives

γ₁N₁ = 1 − J, γ₂N₂ = J,
S = iG(N₁−N₂)/(iΔ−γ̄) = G(Δ−iγ̄)(N₁−N₂)/(Δ²+γ̄²).

The imaginary part of S yields J = R(N₁ − N₂), with the same R as before. Substituting N₁ and N₂,

J/R = (1−J)/γ₁ − J/γ₂, so J(1/R + 1/γ₁ + 1/γ₂) = 1/γ₁.

Since W = γ₁γ₂N₂ = γ₁J,

1/W = 1/γ₁ + 1/γ₂ + 1/R.

Three resistances stand in series. Heat must enter mode 1 from its own bath, cross the gap, and leave mode 2 into the other bath. The overlap governs the middle step. If R is small, W ≈ R. If R is large, W approaches W∞ = γ₁γ₂/(γ₁+γ₂), and better overlap no longer helps.

**Q.** Suppose one material is nearly lossless but perfectly matched. Its Lorentzian is then very tall.

**A.** The series formula gives W < γ₂, so the transfer vanishes with γ₂. The mode fills readily but can pass its energy on as heat only at the small rate γ₂. For example, let γ₁ = 5×10¹¹ s⁻¹, γ₂ = 5×10⁹ s⁻¹, G = 2×10¹² s⁻¹ and Δ = 0. Then γ̄ = 2.525×10¹¹ s⁻¹ and, in units of 10⁻¹² s,

1/W = 2 + 200 + 0.2525/(2·2²) = 202.03,

so W = 4.95×10⁹ s⁻¹, just below γ₂. Dissipation on both sides is a real requirement, separate from matching.

**Q.** So should I look for lossier materials?

**A.** That depends on the regime. Far from matching, with weak coupling, W ≈ R ≈ 2G²γ̄/Δ². Loss fills the spectral tails and helps. With Δ = 10¹³ s⁻¹ and G = 2×10¹¹ s⁻¹, doubling both losses from 5×10¹¹ to 10¹² s⁻¹ raises W by a factor of 1.99.

At exact matching with weak coupling, W ≈ R = 2G²/γ̄. Loss now lowers and broadens the peaks and hurts. With G = 2×10¹⁰ s⁻¹, the same doubling multiplies W by 0.50.

For equal losses at matching the whole dependence is

1/W = 2/γ + γ/(2G²).

The right side is smallest where 2/γ² = 1/(2G²), that is at γ = 2G, and there W = G/2. This is the coupling at which τ first reaches 1. Because G depends on k, no single loss is optimal for every wave number.

**Q.** My meter reads conductance, not a rate at one k. How do I add the wave numbers?

**A.** Let h = ∂q/∂T at equal temperatures. The thermal factor is

∂Θ/∂T = k_B C, C = [(x/2)/sinh(x/2)]², x = ħω/(k_BT).

C varies slowly over the resonances if their widths and separation are small, so I take it at the mean resonance frequency. Let R₀ be R at k = 0, and define

Y = R₀/W∞ = 4G₀²γ̄²/[γ₁γ₂(Δ²+γ̄²)].

Since R = R₀e^{−2kd}, the series formula becomes

W = W∞ Ye^{−2kd}/(1 + Ye^{−2kd}).

With u = 2kd, k dk/2π = u du/(8πd²). The remaining integral is

F(Y) = ∫₀^∞ u Ye^{−u}/(1+Ye^{−u}) du.

For Y < 1, expand in powers of Ye^{−u} and use ∫₀^∞u e^{−nu}du = 1/n². This gives Y − Y²/4 + Y³/9 − …, which is −Li₂(−Y), with Li₂ the dilogarithm. The integral continues the same function to larger Y. Therefore

h = k_B C W∞ [−Li₂(−Y)]/(8πd²).

For Y ≪ 1, F ≈ Y and W∞Y = R₀, so h is proportional to the overlap. This can happen even at matching: with equal losses and Δ = 0, Y = 4G₀²/γ², which is small when γ ≫ 2G₀. For equal strengths 2G₀ = A/Ω, so this means γΩ ≫ A. Then Re ε at Ω equals 1 − 2A²/(A² + γ²Ω²) and is close to +1: Im r is still a Lorentzian if γ ≪ Ω, but it is no longer a surface polariton near Re ε = −1. The size of Y, not the detuning by itself, decides whether the overlap law holds.

**Q.** And for large Y?

**A.** Put η = ln Y, so that F = ∫₀^∞u du/(e^{u−η}+1). This resembles a Fermi integral with a step at u = η. Splitting it there and measuring distance v from the step gives

F = η²/2 + 2∫₀^∞ v dv/(e^v+1) − ∫_η^∞ (v−η)dv/(e^v+1).

The middle term is π²/6 and the last is of order 1/Y. Thus

F ≈ ½ln²Y + π²/6.

Wave numbers up to k* = ln Y/(2d) are limited by loss rather than by coupling. Better overlap extends that range only logarithmically. Matching still increases h, but the last part of the gain in overlap is largely lost to the bottleneck.

**Q.** Please put numbers in.

**A.** Take a model pair at 300 K with d = 10 nm, Ω₁ = 10¹⁴ rad/s, A₁ = A₂ = 0.04Ω₁² and γ₁ = γ₂ = 5×10¹¹ s⁻¹. At matching,

G₀ = 0.04Ω₁/2 = 2×10¹² s⁻¹,
R₀ = 2G₀²/γ = 1.6×10¹³ s⁻¹,
W∞ = γ/2 = 2.5×10¹¹ s⁻¹,
Y = 64.

The thermal factor is C = 0.598 and −Li₂(−64) = 10.28; the large-Y estimate is 10.29. So

h = (1.381×10⁻²³)(0.598)(2.5×10¹¹)(10.28)/(8π×10⁻¹⁶)
  ≈ 8440 W m⁻² K⁻¹.

Now raise Ω₂ by 10¹³ rad/s, keeping A₂ fixed. G₀² falls by a factor 1.1 because it contains 1/Ω₂, so

R₀ = 2(3.636×10²⁴)(5×10¹¹)/(1.0025×10²⁶) = 3.63×10¹⁰ s⁻¹.

Then Y = 0.145, −Li₂(−Y) = 0.140, C = 0.569 and h ≈ 110 W m⁻² K⁻¹. Intermediate detunings give:

Ω₂ − Ω₁ (rad/s) | Y | h (W m⁻² K⁻¹)
0 | 64 | 8440
1×10¹² | 12.7 | 3920
2×10¹² | 3.69 | 1820
5×10¹² | 0.603 | 426
1×10¹³ | 0.145 | 110

**Q.** How does that compare with the two Lorentzians alone?

**A.** Their overlap changes by (Δ²+γ̄²)/γ̄² = 401 between the ends of the table. The conductance changes by 77. Replacing F(Y) by Y overstates h by a factor of 6.2 at matching, but by only 3.5% at the largest detuning. The small changes in G₀² and C also enter the conductance ratio, but the main difference from 401 is the saturation at matching.

Saturation also makes tuning more forgiving. The overlap halves at a detuning of 5×10¹¹ rad/s. Solving numerically for the point where the formula for h has halved gives 9.2×10¹¹ rad/s.

**Q.** Would a smaller gap make matching more valuable?

**A.** Not within this model. Y does not contain d, so both matched and mismatched conductances scale as 1/d², and their ratio stays fixed. The model itself sets limits on that scaling. Here k* = 2.1×10⁸ m⁻¹, corresponding to a length 1/k* of about 5 nm. As d shrinks this length shrinks too, until a local permittivity is no longer justified. As d grows, retardation and ordinary radiation matter.

**Q.** How much has the electrostatic picture left out at 10 nm?

**A.** Here Ω₁d/c = 0.0033, so little of the polariton part. I replaced r by the retarded Fresnel coefficients and integrated numerically over frequency and wave number, using the trapezoidal rule for evanescent waves and Gauss–Legendre quadrature over propagating directions. The evanescent p-polarized part is 8445 W m⁻² K⁻¹ at matching and 109 at the largest detuning, close to the formula.

Evanescent s-polarized waves add 0.26 and 0.06 W m⁻² K⁻¹. Propagating waves add 5.7 and 5.6, near the blackbody value 4σT³ = 6.1 in the same unit, because a lossy half-space absorbs all the radiation that enters it. This model material absorbs weakly away from its resonance, so plates would have to be roughly ten centimetres thick to come close to these values; thinner plates exchange less with each other by this route. For half-spaces the additions are negligible at matching but about 5% of the mismatched polariton conductance. Including them lowers the matched-to-mismatched ratio from 77 to 73.

**Q.** What should I watch for before applying this to real plates?

**A.** The formula needs γ_j, |Δ| and G₀ all small compared with Ω_j and with k_BT/ħ, and one resonance per surface. Nor may ħΩ_j be many times k_BT: the resonances are then hardly excited, and the low-frequency tails of Im r, which the formula leaves out, can carry most of the heat. For the model pair at matching the formula is still within 1% at ħΩ₁/k_BT = 19 (40 K), while frequencies below 0.7Ω₁ carry a quarter of the heat at 30 K and 95% at 25 K. At the largest detuning they carry about a fifth at 40 K and 97% at 30 K. A background permittivity, or further absorption bands, adds surface response that two isolated Lorentzians do not contain. In that case return to τ with the actual ε₁ and ε₂: the product Im r₁ Im r₂ shows where both surfaces dissipate, and the denominator shows how repeated reflection changes the transfer. For good conductors this electrostatic τ is not enough: use the retarded reflection coefficients and include both polarizations.

Numerical values quoted here were computed with a short program.
